# B2 ordering of an equiatomic bcc alloy in Bragg-Williams theory

## Definitions and conventions

A body-centred cubic (bcc) crystal has \(N\) sites, occupied by \(N/2\) atoms of kind A and \(N/2\) of kind B. There are no vacancies, the lattice is rigid, and \(N\) is so large that surfaces can be neglected. Energy is assigned to nearest-neighbour bonds alone: \(E_{AA}\), \(E_{BB}\) or \(E_{AB}\) per bond, where a more negative value means a stronger bond. The ordering energy is

\[
V=\frac{E_{AA}+E_{BB}}{2}-E_{AB}.
\]

If \(V>0\), an unlike bond is lower in energy than the average of the two like bonds.

The bcc lattice consists of two sublattices, the cube corners and the cube centres, with \(N/2\) sites each. A site has eight nearest neighbours, all on the other sublattice. Counting eight bonds per site counts each bond twice, so there are \(8N/2=4N\) bonds.

The order parameter \(\eta\) is defined by the fraction of sites that hold an A atom:

\[
p_{\rm corner}=\frac{1+\eta}{2},\qquad p_{\rm centre}=\frac{1-\eta}{2},\qquad -1\le\eta\le1 .
\]

The two fractions average to one half, as the composition requires. At \(\eta=0\) the alloy is disordered. At \(\eta=1\) every corner holds A and every centre holds B, which is the perfect B2 structure; \(\eta=-1\) is the same structure with the sublattices exchanged.

The Bragg-Williams approximation treats all arrangements with a given \(\eta\) as equally likely. The energy is their plain average, and the entropy is \(k\) times the logarithm of their number, where \(k\) is Boltzmann's constant. Correlations between neighbouring atoms beyond those implied by \(\eta\) are thereby neglected.

## Theorem 1

Within these assumptions, let \(V>0\) and define \(T_c\) by

\[
\boxed{kT_c=4V}
\]

For \(T\ge T_c\) the free energy is lowest at \(\eta=0\). For \(0<T<T_c\) it is lowest at \(\eta=\pm\eta_*(T)\), where \(\eta_*\) is the positive solution of

\[
\eta=\tanh\!\left(\frac{T_c}{T}\,\eta\right),
\]

and \(\eta_*\) goes continuously to zero as \(T\) rises to \(T_c\).

### Lemma 1: energy

The average energy per atom is

\[
\frac{E}{N}=E_{AA}+E_{BB}+2E_{AB}-2V\eta^2 .
\]

**Proof.** Each bond joins a corner to a centre, and the two sublattices are filled independently once \(\eta\) is given. The bond probabilities are therefore products:

\[
P_{AA}=P_{BB}=\frac{(1+\eta)(1-\eta)}{4}=\frac{1-\eta^2}{4},
\]

\[
P_{AB}=\frac{(1+\eta)^2+(1-\eta)^2}{4}=\frac{1+\eta^2}{2}.
\]

The second line includes both ways of placing an unlike pair. With four bonds per atom,

\[
\begin{aligned}
\frac{E}{N}&=4\left[\frac{1-\eta^2}{4}(E_{AA}+E_{BB})+\frac{1+\eta^2}{2}E_{AB}\right]\\
&=E_{AA}+E_{BB}+2E_{AB}-\eta^2(E_{AA}+E_{BB}-2E_{AB}).
\end{aligned}
\]

The last bracket is \(2V\). ∎

### Lemma 2: entropy

For large \(N\) the entropy per atom is \(k\,s(\eta)\), with

\[
s(\eta)=-\frac{1+\eta}{2}\ln\frac{1+\eta}{2}-\frac{1-\eta}{2}\ln\frac{1-\eta}{2}
=\ln2-\frac{\eta^2}{2}-\frac{\eta^4}{12}-\dots,
\]

where every omitted term is negative or zero.

**Proof.** Let \(M=N/2\) and \(p=(1+\eta)/2\). The corners hold \(pM\) A atoms and the centres hold \((1-p)M\). Both sublattices have the same number of arrangements, so the total number is

\[
W=\left[\frac{M!}{(pM)!\,((1-p)M)!}\right]^2 .
\]

Stirling's formula, \(\ln n!\simeq n\ln n-n\), gives

\[
\begin{aligned}
\ln W&\simeq2M\left[\ln M-p\ln(pM)-(1-p)\ln((1-p)M)\right]\\
&=-N\left[p\ln p+(1-p)\ln(1-p)\right].
\end{aligned}
\]

The terms linear in \(M\) cancelled because \(-1+p+(1-p)=0\), and the \(\ln M\) terms cancelled for the same reason. This is the first form of \(s\). Its derivative is

\[
s'(\eta)=-\frac12\ln\frac{1+\eta}{1-\eta}=-\operatorname{artanh}\eta
=-\left(\eta+\frac{\eta^3}{3}+\frac{\eta^5}{5}+\dots\right).
\]

Integration from \(s(0)=\ln2\) gives the series. ∎

### Proof of Theorem 1

Let \(f(\eta)\) be the free energy per atom, \((E-TS)/N\). The two lemmas give

\[
f(\eta)-f(0)=-2V\eta^2+kT\left[\ln2-s(\eta)\right]
\ge\left(\frac{kT}{2}-2V\right)\eta^2+\frac{kT}{12}\eta^4 .
\]

If \(kT\ge4V\), the right side is positive for every \(\eta\ne0\), so disorder has the lowest free energy.

If \(kT<4V\), the coefficient of \(\eta^2\) in the expansion of \(f\) is negative, and a small order already lowers \(f\). The stationary points obey

\[
f'(\eta)=-4V\eta+kT\operatorname{artanh}\eta=0 .
\]

For \(\eta>0\) this reads

\[
\frac{\operatorname{artanh}\eta}{\eta}=1+\frac{\eta^2}{3}+\frac{\eta^4}{5}+\dots=\frac{4V}{kT}=\frac{T_c}{T}.
\]

The left side rises steadily from 1 to infinity as \(\eta\) goes from 0 to 1. There is thus one positive solution \(\eta_*\); \(f'\) is negative below it and positive above it, so it is the minimum. By symmetry \(-\eta_*\) is equally low. As \(T\to T_c\) the right side tends to 1 and \(\eta_*\to0\). Taking the hyperbolic tangent of \(\operatorname{artanh}\eta=\eta T_c/T\) gives the stated equation. ∎

### Remark: the two limits of the order

Just below \(T_c\), the first two terms of the series give \(1+\eta_*^2/3\simeq T_c/T\), hence

\[
\eta_*^2\simeq3\left(\frac{T_c}{T}-1\right)\simeq3\left(1-\frac{T}{T_c}\right).
\]

The energy \(-2V\eta_*^2\) then contributes a heat capacity per atom

\[
C=-2V\frac{d\eta_*^2}{dT}\to\frac{6V}{T_c}=\frac{3k}{2}\qquad(T\to T_c\text{ from below}).
\]

Above \(T_c\) this contribution is zero, because \(\eta=0\) there. In this approximation the heat capacity therefore jumps, but there is no latent heat.

At low temperature \(\tanh x\simeq1-2e^{-2x}\) with \(x\simeq T_c/T\). The fraction of atoms on the wrong sublattice is therefore

\[
w=\frac{1-\eta_*}{2}\simeq e^{-2T_c/T}=e^{-8V/kT}.
\]

The exponent has a direct meaning. With \(\eta=1-2w\), the energy per atom rises by \(2V[1-(1-2w)^2]\simeq8Vw\), so a wrongly placed atom costs \(8V\) on average while such atoms are rare. At fixed composition they come in pairs: an A on a B site costs \(8(E_{AA}-E_{AB})\), a B on an A site costs \(8(E_{BB}-E_{AB})\), and only the sum, \(16V\), is fixed by \(V\).

## Theorem 2: no other pattern does better

Theorem 1 compares B2 order with disorder. Now let each site \(i\) have its own probability \((1+m_i)/2\) of holding an A atom, independently of the other sites, with \(\sum_i m_i=0\) to keep the composition. For \(V>0\) and \(T<T_c\), the B2 pattern has the lowest free energy of all these patterns.

**Proof.** Let \(\sigma=+1\) for A and \(-1\) for B. Any set of three bond energies can be written as

\[
\varepsilon(\sigma,\sigma')=e_0+h(\sigma+\sigma')+J\sigma\sigma' .
\]

Inserting the three kinds of bond gives \(E_{AA}=e_0+2h+J\), \(E_{BB}=e_0-2h+J\) and \(E_{AB}=e_0-J\). Hence \(E_{AA}+E_{BB}-2E_{AB}=4J\), that is, \(J=V/2\). Summed over bonds, the \(h\) term averages to \(8h\sum_i m_i=0\). The free energy is

\[
F=4Ne_0+J\sum_{\rm bonds}m_im_j-kT\sum_i s(m_i).
\]

Since \((m_i+m_j)^2\ge0\), we have \(m_im_j\ge-(m_i^2+m_j^2)/2\). Each site belongs to eight bonds, so

\[
J\sum_{\rm bonds}m_im_j\ge-4J\sum_i m_i^2=-2V\sum_i m_i^2 .
\]

It follows that

\[
F\ge\sum_i\left[4e_0-2Vm_i^2-kT\,s(m_i)\right]=\sum_i f(m_i)\ge Nf(\eta_*),
\]

where \(4e_0=E_{AA}+E_{BB}+2E_{AB}\) identifies the bracket as \(f\). Equality requires \(|m_i|=\eta_*\) on every site and \(m_i=-m_j\) on every bond. This is the B2 pattern. ∎

### Remark: the opposite sign of V

If \(V<0\), both terms of \(f(\eta)-f(0)\) are non-negative, and B2 order does not form at any temperature. The alloy can instead separate. In a region with uniform \(m\), the coupling energy per atom is \(4Jm^2=-2|V|m^2\). Two large regions of equal size with \(m=\pm\eta\) keep the composition, and their interface is negligible. Their free energy is that of Theorem 1 with \(V\) replaced by \(|V|\), so separation sets in below \(4|V|/k\).

## Proposition: three corrections within mean field

Each correction below changes the coefficient of the squared order parameter, and \(T_c\) is the temperature at which that coefficient vanishes.

**Second neighbours.** Each site has six, all on its own sublattice, which makes \(3N\) bonds. Let \(V_2\) be defined from their energies as \(V\) is from the first. The coupling \(V_2/2\) multiplies \(m_im_j=+\eta^2\), so the energy per atom gains \(\tfrac32V_2\eta^2\). From \(-2V+\tfrac32V_2+\tfrac12kT_c=0\),

\[
kT_c=4V-3V_2 .
\]

A positive \(V_2\) favours unlike second neighbours, but B2 order reduces their number, to zero when the order is perfect. The formula holds while B2 remains the first pattern to form, that is for \(V_2<2V/3\). Beyond that, a pattern in which all second neighbours are unlike becomes unstable first, at \(kT=3V_2\).

**Composition.** Let a fraction \(c\) of the atoms be A, and let the sublattice fractions be \(c\pm x\). Then \(m=(2c-1)\pm2x\), and the product of neighbouring values changes by \(-4x^2\). The energy per atom changes by \(4J(-4x^2)=-8Vx^2\). The function \(-p\ln p-(1-p)\ln(1-p)\) has second derivative \(-1/[p(1-p)]\), so the entropy per atom changes by \(-kx^2/[2c(1-c)]\). The balance gives

\[
kT_c=16Vc(1-c),
\]

which returns \(4V\) at \(c=1/2\).

**Vibrations.** Give each atom three classical oscillators of frequency \(\omega\), each with free energy \(kT\ln(\hbar\omega/kT)\). Suppose that full order multiplies \(\omega\) by \(r\ge1\), with \(\omega=\omega_0r^{\eta^2}\). The free energy per atom gains \(3kT\eta^2\ln r\), and \(-2V+\tfrac12kT_c+3kT_c\ln r=0\) gives

\[
kT_c=\frac{4V}{1+6\ln r}.
\]

Stiffer vibrations in the ordered state carry less entropy and lower \(T_c\).

## Example in the regime of beta-brass

Take \(E_{AA}=-0.850\), \(E_{BB}=-0.350\) and \(E_{AB}=-0.616\) eV. Then

\[
V=-0.600+0.616=0.016\ \text{eV}=16\ \text{meV},
\]

\[
T_c=\frac{4\times0.016\ \text{eV}}{8.617\times10^{-5}\ \text{eV/K}}\simeq743\ \text{K}.
\]

The random alloy has energy \(-2.432\) eV per atom and the perfect B2 crystal \(-2.464\) eV. The difference is \(2V=32\) meV. Ordering is thus governed by a small difference of large bond energies: a change of 1 meV in \(E_{AB}\) alone changes \(V\), and with it \(T_c\), by about 6 percent.

Solving the equation for \(\eta_*\) numerically gives:

| \(T\) (K) | \(\eta_*\) | A atoms on their own sublattice |
|---|---|---|
| 300 | 0.985 | 99.2 % |
| 400 | 0.941 | 97.1 % |
| 600 | 0.699 | 84.9 % |
| 700 | 0.406 | 70.3 % |

Within the approximation, most of the order is lost in the upper part of the range, as the square-root law near \(T_c\) suggests. The heat-capacity jump \(3k/2\) amounts to 12.5 J/(mol K), per mole of atoms. This sharp jump to zero is also a result of the approximation: with correlations, short-range order remains above the transition and still contributes to the heat capacity.

The mean-field corrections can be sized separately, the other parameters being held fixed. The inputs are assumed.

- \(V_2=V/10=1.6\) meV gives \(T_c=687\) K, a shift of \(-56\) K.
- \(c=0.45\) gives 735 K, a shift of \(-7\) K.
- \(r=1.02\) gives 664 K, a shift of \(-79\) K. Quantum oscillators with \(\hbar\omega_0=20\) meV give 663 K, so the classical limit is adequate here.

Correlations require going beyond mean field. The same bond model was sampled by Monte Carlo: atoms were redrawn site by site with their Boltzmann probabilities, in periodic crystals of 128 and 1024 sites, with the composition free to fluctuate about one half. Let \(\phi\) be half the difference between the sublattice averages of \(\sigma\). At a continuous transition the ratio \(\langle\phi^4\rangle/\langle\phi^2\rangle^2\) becomes independent of size for large crystals, so the crossing of its curves for two sizes estimates \(T_c\). A straight line through the differences of the two ratios at \(kT/V=3.08\), 3.18 and 3.28 passes through zero at 3.149, with a statistical error of 0.004. The difference is curved over this range, so the line places the crossing too low: the two curves themselves cross near 3.165, and crystals of 1024 and 8192 sites cross near 3.18. All these values lie within \(kT_c\simeq3.1V\) to \(3.2V\). The value 3.18 corresponds to about 590 K, and the Bragg-Williams value is higher by a factor between about 1.25 and 1.3.

Beta-brass, a copper-zinc alloy near equal composition, has B2 order below roughly 730 to 740 K, depending on composition. The bond energies above were chosen to reach that regime, so the closeness of 743 K is no evidence for the theory. With the inputs assumed here, correlations are the largest of the effects sized: including them lowers \(T_c\) by about 150 to 170 K. To order at 743 K with correlations included, the bond model would need \(V\) of about 20 meV instead of 16 meV. A value of \(V\) fitted through \(kT_c=4V\) therefore absorbs the error of the approximation.

Two further conditions matter for an alloy in a device. The table gives equilibrium values of the mean-field theory; with correlations and the same \(V\), the alloy would already be disordered at 600 K and 700 K. Reaching equilibrium also requires atoms to change places: if diffusion becomes too slow during cooling, the alloy keeps the order of a higher temperature. The rigid lattice also leaves out stress. If a strain changes \(V\) by 1 percent and does nothing else, \(kT_c=4V\) moves \(T_c\) by 1 percent, or about 7 K here.

Numbers in the example were calculated in double precision.
